# Why RMM-DIIS can converge to the wrong states

A Gaussian trial vector is handed to an eigensolver that minimises the residual. After 21 cycles the residual norm has fallen from 2.1 hartree to \(2\times10^{-9}\) hartree, and the energy has settled at 4.7027 hartree. The lowest eigenvalue of the same matrix is 0.8387 hartree. The solver has converged, has given no warning, and is 3.864 hartree above the ground state. How can so small a residual accompany so large an error?

The matrix is a grid Hamiltonian for one electron in the potential

\[
V(x)=\tfrac12x^2+e^{-(x-1)^2}
\]

in atomic units, with second-order finite differences, a spacing of 0.1 bohr and walls at \(\pm7\) bohr. The off-centre bump removes parity, so no symmetry keeps the trial vector away from the ground state. All energies below are computed with this matrix and are not continuum limits.

## The belief and its appeal

The belief is that residual minimisation with direct inversion in the iterative subspace, RMM-DIIS, finds the lowest states, and that small residuals confirm it. There is good reason to be tempted. A vanishing residual means that the eigenvalue equation is satisfied. The method can refine each vector separately, and from good starting vectors it does deliver the lowest states: a Gaussian centred at the origin reaches the ground state in three cycles. What has to be examined is whether the method or the starting vector made that choice.

Let \(H\) be real and symmetric, with orthonormal eigenvectors \(v_k\) and nondegenerate eigenvalues \(\lambda_0<\lambda_1<\cdots\). For a unit vector \(v=\sum_k c_kv_k\) define

\[
\rho=v^THv,\qquad R=(H-\rho)v,\qquad \sigma=\|R\|.
\]

Since \(R=\sum_k(\lambda_k-\rho)c_kv_k\),

\[
\sigma^2=\sum_k c_k^2(\lambda_k-\rho)^2\ \ge\ \min_k(\lambda_k-\rho)^2 ,
\]

because the weights \(c_k^2\) sum to one. Some eigenvalue therefore lies within \(\sigma\) of \(\rho\). This is what a small residual certifies. It says nothing about how many eigenvalues lie below.

## Every eigenvector is a minimum

Displace an eigenvector, \(v=v_k+\epsilon w\), with \(w\) a unit vector orthogonal to \(v_k\), so that \(\|v\|^2=1+\epsilon^2\). Because \((H-\lambda_k)v_k=0\), we have \((H-\lambda_k)v=\epsilon(H-\lambda_k)w\), and the Rayleigh quotient of the normalised vector obeys

\[
\rho-\lambda_k=\frac{\epsilon^2\,w^T(H-\lambda_k)w}{1+\epsilon^2}.
\]

The squared residual is the variance of \(H\), as expanding \(v^T(H-\rho)^2v\) shows, and a variance is unchanged by a constant shift of \(H\). Using \(H-\lambda_k\) in place of \(H\),

\[
\sigma^2=\frac{\epsilon^2\|(H-\lambda_k)w\|^2}{1+\epsilon^2}-(\rho-\lambda_k)^2 .
\]

The last term is of order \(\epsilon^4\). The coefficient of \(\epsilon^2\) in \(\sigma^2\) is positive for every \(w\), since \(\lambda_k\) is nondegenerate. The coefficient in \(\rho\) is \(\lambda_j-\lambda_k\) when \(w=v_j\): negative for a lower eigenvector, positive for a higher one. An excited state is thus a saddle of the energy (the highest level of the matrix is a maximum) but a minimum of the residual.

From level 3 towards the ground state, finite displacements give \(-2.9047\) hartree for the energy coefficient and \(+8.4370\) hartree² for the residual coefficient. These are \(\lambda_0-\lambda_3\) and its square. Squaring has removed the sign that said which way was down.

Could \(\sigma\) have other minima? Write \(\sigma^2=\langle H^2\rangle-\rho^2\), with both averages divided by \(v^Tv\). At a unit vector the gradient of \(\langle H^2\rangle\) is \(2(H^2-\langle H^2\rangle)v\), and that of \(\rho\) is \(2(H-\rho)v\). Hence

\[
\begin{aligned}
\nabla\sigma^2&=2(H^2-\langle H^2\rangle)v-4\rho(H-\rho)v\\
&=2\left[(H-\rho)^2-\sigma^2\right]v ,
\end{aligned}
\]

where the second line uses \(\langle H^2\rangle=\sigma^2+\rho^2\). At a stationary point every eigenvector present in \(v\) must satisfy \((\lambda_k-\rho)^2=\sigma^2\), so \(\lambda_k=\rho\pm\sigma\). At most two can be present. If there is one, \(v\) is an eigenvector. If there are two, \(\rho\) is midway between their eigenvalues, which requires equal weights.

For \(v=\cos\theta\,v_a+\sin\theta\,v_b\) and \(\Delta=\lambda_b-\lambda_a\), we have \(\rho=\lambda_a+\Delta\sin^2\theta\), and

\[
\begin{aligned}
\sigma^2&=\Delta^2(\cos^2\theta\sin^4\theta+\sin^2\theta\cos^4\theta)\\
&=\frac{\Delta^2}{4}\sin^22\theta .
\end{aligned}
\]

Its second derivative is \(2\Delta^2\cos4\theta\), which equals \(-2\Delta^2\) at equal weights. The mixture is a maximum within this plane, so it is not a minimum of \(\sigma\). The minima are therefore the eigenvectors, all of them, and all have the same value, zero.

## What a DIIS cycle minimises

The quantity minimised in a cycle has no preference for low energy, although the restricted span in which it is minimised can still move the energy down. At the start of a cycle, fix \(\varepsilon=\rho_{\rm old}\). The first trial step is \(v+\tau KR\), where \(K\) is a preconditioner, here \((T+2)^{-1}\) with \(T\) the kinetic matrix. Later steps add \(K\) times the current best residual. A nonzero step length \(\tau\) does not alter the span in exact arithmetic.

In the variant considered here, each cycle adds ten directions, takes the best combination of all stored vectors, and then resets \(\varepsilon\). With \(\varepsilon\) fixed, the residual of a combination is the same combination of residuals. For a unit vector \(u\) in the span, with Rayleigh quotient \(\rho_u\) and residual norm \(\sigma_u\),

\[
(H-\varepsilon)u=(H-\rho_u)u+(\rho_u-\varepsilon)u .
\]

The two terms are orthogonal, because \(u^T(H-\rho_u)u=0\). The minimised quantity is therefore

\[
\|(H-\varepsilon)u\|^2=\sigma_u^2+(\rho_u-\varepsilon)^2 .
\]

Over the whole space, its minimum is at the eigenvector whose eigenvalue is nearest \(\varepsilon\), above or below. In a small span this need not hold: the vector can end in another level, and in this model the misses are mostly downwards.

The old vector belongs to the span and gives the value \(\sigma_{\rm old}^2\). The minimum cannot be larger:

\[
\sigma_{\rm new}^2+(\rho_{\rm new}-\rho_{\rm old})^2\le\sigma_{\rm old}^2 .
\]

The residual cannot rise from cycle to cycle, but the energy can. This inequality, and the lock-in condition derived from it below, rest on minimising over unit vectors. If the coefficients are instead constrained to sum to one, the combination can shrink in norm, the inequality no longer follows, and the residual of the normalised vector can rise. In the opening example the energy goes from 5.000 to 4.671 hartree and then up to 4.721 hartree, while the residual falls from 2.121 to 0.928 and 0.583 hartree.

## When the choice becomes final

The same inequality shows when a wrong choice can no longer be undone. Let \(\lambda\) be the eigenvalue nearest \(\rho_{\rm old}\), and \(g\) its distance from the closest other eigenvalue. Since \(\lambda\) is within \(\sigma_{\rm old}\) of \(\rho_{\rm old}\), every other eigenvalue is at least \(g-\sigma_{\rm old}\) away.

After the cycle, let \(\mu\) be the eigenvalue nearest \(\rho_{\rm new}\). It lies within \(\sigma_{\rm new}\) of it, so

\[
|\mu-\rho_{\rm old}|\le\sigma_{\rm new}+|\rho_{\rm new}-\rho_{\rm old}|
\le\sqrt2\,\sigma_{\rm old}.
\]

The last step uses \(a+b\le\sqrt{2(a^2+b^2)}\) and the descent inequality. If \(\sqrt2\,\sigma_{\rm old}<g-\sigma_{\rm old}\), then \(\mu\) can only be \(\lambda\). The condition is

\[
\sigma_{\rm old}<\frac{g}{1+\sqrt2}=(\sqrt2-1)\,g .
\]

Once it holds, it continues to hold, because \(\sigma\) does not increase. If the residual then goes to zero, the energy goes to \(\lambda\). The preconditioner does not enter the proof, so changing it cannot free the vector. The condition is sufficient, not necessary, and it does not itself guarantee convergence.

For level 4 the nearest neighbour is level 3, with \(g=4.7027-3.7434=0.9593\) hartree, and the threshold is \(0.4142\times0.9593=0.397\) hartree. The opening run has \(\sigma=0.583\) hartree after two cycles and 0.223 hartree after three. From then on, further cycles can only refine the wrong answer.

## The starting vector and the settings decide

With ten directions per cycle and \(K=(T+2)^{-1}\), moving the centre of the starting Gaussian changes the final state. Energies are in hartree and centres in bohr.

| Centre | Initial \(\rho\) | Ground-state weight | Final level |
|---:|---:|---:|---:|
| 0.0 | 0.929 | 0.925 | 0 |
| −1.0 | 1.095 | 0.813 | 0 |
| −1.5 | 1.656 | 0.512 | 1 |
| −2.0 | 2.508 | 0.246 | 2 |
| −2.5 | 3.626 | 0.091 | 2 |
| −3.0 | 5.000 | 0.026 | 4 |

All six runs end with a residual below \(10^{-8}\) hartree. The start at −1.5 bohr has more than half its weight in the ground state and still ends in level 1. The start at −2.5 bohr is nearest in energy to level 3 but ends in level 2, so the initial energy alone does not predict the outcome either.

The last column also depends on the settings, because before lock-in the span decides where the vector goes. With one direction per cycle all six starts lock into level 0; with four they lock into levels 0, 0, 0, 1, 2 and 2; with ten and \(K=(T+0.5)^{-1}\), into levels 0, 0, 1, 1, 2 and 3.

Minimising \(\rho\) from the same six vectors, with the same preconditioner, reaches the ground state each time. The gradient of \(\rho\) is \(2R\), so its stationary points are also the eigenvectors, but the excited ones have a way down. A start with exactly no ground-state component, protected by symmetry, could still be trapped.

A sharper comparison starts from \(v_3+0.1v_0\), normalised. Its ground-state weight is \(0.01/1.01\approx0.01\). Energy minimisation amplifies this small component and reaches level 0. Residual minimisation treats it as an error, removes it, and returns level 3. This start has \(\sigma=0.288\) hartree, below the level-3 threshold of \(0.4142\times0.9077=0.376\) hartree, so no choice of preconditioner or number of directions can take it to another level.

## Several states at once

Rotating a block of vectors among themselves does not remove the difficulty. Suppose the block has converged to a set of eigenvectors that lacks one low level. Its span is invariant under \(H\), so a Rayleigh–Ritz rotation, which diagonalises \(H\) within the span, returns the same states. Their residuals are zero, so \(KR\) supplies no new direction.

Take four starting vectors near levels 0, 1, 2 and 4, each with 0.1 of \(v_3\) added before normalisation. Rotate them, refine each by RMM-DIIS, and rotate again. The block ends in levels 0, 1, 2 and 4, with no residual above \(5\times10^{-9}\) hartree. Relative to the four lowest levels, the sum of energies is too high by \(\lambda_4-\lambda_3=0.9593\) hartree, or 26.10 eV, although every starting vector contained the missing state.

## Choosing first, then checking

The remedy is to let the energy choose the state before the residual refines it. Applied to the start at −3 bohr, one step of Rayleigh-quotient minimisation followed by RMM-DIIS gives level 2; two or three steps give level 1; five give level 0. Each step here minimises \(\rho\) in the span of the current vector, \(KR\) and the previous step. The counts and residuals depend on that choice: with the previous step left out, two steps give level 2, five give level 1 and six give level 0. The first step lowers \(\rho\) from 5.00 to 3.38 hartree but raises \(\sigma\) from 2.12 to 2.33 hartree. The way down in energy can lead uphill in the residual.

After five steps \(\sigma=0.97\) hartree, above the ground-state threshold of \(0.4142\times1.1058=0.458\) hartree, so that success was not guaranteed by the lock-in condition. After twenty steps \(\sigma\) is \(5\times10^{-4}\) hartree, and it was. In practice \(g\) is not known beforehand, so an independent check is needed.

Such a check counts eigenvalues without computing them. Factorise \(H-\mu=LDL^T\), with \(L\) unit lower triangular and \(D\) diagonal with no zero entries; if a pivot vanishes, a slight change of \(\mu\) avoids it. The substitution \(y=L^Tv\) is invertible and turns \(v^T(H-\mu)v\) into \(y^TDy\), so the largest dimension of a subspace on which the form is negative is the same for both. For a diagonal form that dimension is the number of negative entries, since any larger subspace must meet the span of the nonnegative directions. Applied to \(H-\mu\) in its eigenbasis, the same argument gives the number of eigenvalues below \(\mu\). The two numbers are therefore equal.

With \(\mu\) placed 0.01 hartree above the highest energy in the block, the factorisation counts five eigenvalues where the block holds four. That missing unit is information the residuals could not supply. With degenerate levels, "eigenvector" becomes "eigenspace" in the argument above, \(g\) is the distance to the next distinct eigenvalue, and the count includes multiplicity. The numerical check accompanying this text tests the curvatures, the descent inequality, the lock-in condition and the count on this model.

## Numbers as computed

```
grid: 139 points, spacing 0.100 bohr, walls at +/-7.0 bohr
preconditioner shift 2.0 hartree; 10 new vectors per cycle; tolerance 1e-08 hartree
levels 0-6 (hartree): 0.838747 1.944522 2.835737 3.743407 4.702739 5.670278 6.644880
at level 3 towards level 0: sigma^2/eps^2 = 8.4370 hartree^2, (rho-E3)/eps^2 = -2.9047 hartree
at level 3 towards level 5: sigma^2/eps^2 = 3.7128 hartree^2, (rho-E3)/eps^2 = 1.9269 hartree
at level 3 towards Gaussian: sigma^2/eps^2 = 7.4202 hartree^2, (rho-E3)/eps^2 = -2.6727 hartree
equal mixture of levels 0,1: sigma = 0.552888 hartree, curvature of sigma^2 = -2.4455 hartree^2/rad^2
Gaussian starts; energies and residuals in hartree, centre in bohr
centre  rho0    sigma0  weight0  nearest  RMM  E_RMM     res_RMM  cycles  lock  RQ  E_RQ
  0.0  0.9286  0.3355  0.9250      0      0  0.838747  4.4e-09      3     0   0  0.838747
 -1.0  1.0954  0.5829  0.8134      0      0  0.838747  9.3e-12      4     1   0  0.838747
 -1.5  1.6558  1.0083  0.5116      1      1  1.944522  9.1e-09      5     1   0  0.838747
 -2.0  2.5075  1.3980  0.2463      2      2  2.835737  1.5e-09      8     2   0  0.838747
 -2.5  3.6262  1.7640  0.0908      3      2  2.835737  6.9e-10      9     2   0  0.838747
 -3.0  4.9999  2.1207  0.0257      4      4  4.702739  2.1e-09     21     3   0  0.838747
history of the start at -3 bohr (hartree):
  cycle 0: rho = 4.999925, sigma = 2.121e+00
  cycle 1: rho = 4.670684, sigma = 9.280e-01
  cycle 2: rho = 4.721198, sigma = 5.827e-01
  cycle 3: rho = 4.698223, sigma = 2.225e-01
  cycle 4: rho = 4.702891, sigma = 7.621e-02
  cycle 5: rho = 4.702555, sigma = 1.886e-02
level 3 + 0.1 * level 0: RMM reaches level 3, Rayleigh minimisation level 0
start at -3 bohr improved by Rayleigh steps before RMM:
   0 steps: rho = 4.999925 hartree, sigma = 2.121e+00 hartree, final level 4
   1 steps: rho = 3.382979 hartree, sigma = 2.331e+00 hartree, final level 2
   2 steps: rho = 2.412064 hartree, sigma = 2.200e+00 hartree, final level 1
   3 steps: rho = 1.697056 hartree, sigma = 1.809e+00 hartree, final level 1
   5 steps: rho = 1.004810 hartree, sigma = 9.682e-01 hartree, final level 0
  20 steps: rho = 0.838747 hartree, sigma = 4.586e-04 hartree, final level 0
block: each start has 0.1 * level 3 added before normalisation
block energies (hartree): 0.838747 1.944522 2.835737 4.702739
block levels: 0 1 2 4
largest block residual: 4.7e-09 hartree
levels below top + 0.01 hartree: 5 counted, 4 found
error of sum of four energies: 0.959331 hartree = 26.1047 eV
```
